# Kinetic Monte Carlo for silicon bond defects with neighbour-dependent barriers

## The decision that depends on the lifetime

In an implantation simulation one must decide whether the damage left by one ion has gone before the next ion strikes the same place. If it has, each cascade can be treated alone. If it has not, damage accumulates and the next cascade must start from the surviving defects. A related decision is whether a cluster can be given one lifetime according to its number of defects. In the model below it cannot: at 300 K two clusters of three defects have lifetimes of 1.2 ms and 133 ms, because their defects are differently connected.

## Model and conventions

A bond defect is an interstitial–vacancy pair: a local rearrangement of bonds with no atom missing or added. It is placed on a bond of the diamond lattice. Two defects may not share an atom, and they are neighbours if their bond centres lie within 0.40 nm. Each bond then has 24 possible neighbour positions, while 6 further bonds are excluded because they share an atom with it.

A defect with $n$ neighbouring defects recombines, restoring the crystal bond, at the rate

$$k_n=\nu e^{-E_n/k_BT},\qquad E_n=E_0+\Delta\min(n,12).$$

Here $\nu$ is the attempt frequency, $E_0$ the barrier of an isolated defect and $\Delta$ the increase per neighbour. Defects do not move, recombination is irreversible, and the lattice stays at temperature $T$. The linear rise of $E_n$ is a model assumption. The lifetime of a cluster is the time until its last defect has recombined.

With $a$ the lattice parameter, let $\mathbf t_1=(0,a/2,a/2)$ and $\mathbf t_2=(a/2,0,a/2)$. Both vectors and their difference have length $a/\sqrt2=0.384$ nm.

- **Pair:** a bond and its copy shifted by $\mathbf t_1$.
- **Triangle:** shifts $0,\mathbf t_1,\mathbf t_2$; all three defects are mutual neighbours.
- **Chain:** shifts $0,\mathbf t_1,2\mathbf t_1$; the ends are 0.768 nm apart and are not neighbours.

Lattice translations preserve the sublattice. Each bond has one atom on each sublattice, so a nonzero shift moves both atoms to new sites and the copies share none.

## Why the sampling rule is correct

Let defect $i$ have rate $r_i$ in the present configuration, and let $R=\sum_i r_i$. The probability that none has recombined by time $t$ is $\prod_i e^{-r_it}=e^{-Rt}$. The probability that the first event falls in $dt$ and belongs to defect $i$ is therefore

$$e^{-Rt}r_i\,dt=\left(Re^{-Rt}dt\right)\frac{r_i}{R}.$$

The factorization shows that the waiting time and the identity of the defect are independent. The time follows from a uniform number $u\in(0,1]$ as $t=-\ln u/R$, since $P(t>s)=P(u<e^{-Rs})=e^{-Rs}$.

Group the defects by neighbour count, with $N_n$ members in class $n$, so that $R=\sum_nN_nk_n$. Choosing a class with probability $N_nk_n/R$ and then a member uniformly gives each defect the probability

$$\frac{N_nk_n}{R}\frac1{N_n}=\frac{k_n}{R},$$

as required. If the proposed event lies beyond the end of an isothermal hold, the clock is set to the end and the event is discarded. This introduces no bias, because $P(t>s+q\mid t>s)=e^{-Rq}$: the remaining wait has the same law as a fresh one.

## Pseudocode

```
initialize(sites):
    for each site s:
        n = number of occupied neighbours of s
        append s to members[n]
        store count[s] = n and slot[s] = position in the list

event(t_end):
    R = sum over n of length(members[n]) * k[n]
    dt = -ln(u) / R                       # u in (0,1]
    if time + dt > t_end:
        time = t_end; return no event
    time = time + dt
    choose class n with weight length(members[n]) * k[n]
    choose s uniformly from members[n]
    remove s
    for each occupied neighbour q of s:
        move q from members[count[q]] to members[count[q]-1]
        count[q] = count[q] - 1
```

To remove a site, overwrite its slot with the last member of the list, update the stored slot of that member, and shorten the list. No search is needed. Stop when no defects remain, before a wait with $R=0$ is requested.

## The exact chain

Let $S$ be the set of surviving defects and $n_i(S)$ the number of neighbours of $i$ within $S$. The generator on the nonempty sets is

$$Q_{S,S\setminus i}=k_{n_i(S)},\qquad Q_{S,S}=-R_S=-\sum_{i\in S}k_{n_i(S)}.$$

The empty set is absorbing and is left out. Let $u_S(t)$ be the probability that a cluster starting in $S$ is not yet empty at $t$. Considering what happens in a first short interval $h$,

$$u_S(t+h)=(1-R_Sh)u_S(t)+h\sum_{i\in S}k_{n_i(S)}u_{S\setminus i}(t)+O(h^2),$$

with $u_\varnothing=0$. Subtracting $u_S(t)$, dividing by $h$ and letting $h\to0$ gives $\dot u=Qu$. Every nonempty set starts alive, so $u(0)=\mathbf1$ and $u(t)=e^{Qt}\mathbf1$.

The mean of a positive random time is the integral of its survival probability, $m=\int_0^\infty u\,dt$. Integrating $\dot u=Qu$ over all times gives $0-\mathbf1=Qm$, hence

$$-Qm=\mathbf1.$$

The second moment is $s=-\int_0^\infty t^2\dot u\,dt=2\int_0^\infty tu\,dt$ after integration by parts. Applying $Q$ and integrating by parts again,

$$Qs=2\int_0^\infty t\dot u\,dt=-2\int_0^\infty u\,dt=-2m,$$

so $-Qs=2m$ and the variance is $s_S-m_S^2$. The boundary terms vanish because $u$ decays exponentially.

If each set is stored as a bit mask, a recombination lowers the mask. $Q$ is then lower triangular, and the means follow by forward substitution:

$$m_S=\frac{1+\sum_{i\in S}k_{n_i(S)}m_{S\setminus i}}{R_S},\qquad m_\varnothing=0.$$

All terms are positive, so no cancellation occurs even when the rates differ by many orders of magnitude.

## Two and three defects

In a pair both defects have one neighbour. The first recombination has total rate $2k_1$ and the survivor has rate $k_0$:

$$\tau_2=\frac1{2k_1}+\frac1{k_0}.$$

For the distribution, write $\alpha=2k_1$ and $\beta=k_0$. Either the first event has not happened by $t$, or it happened at $s<t$ and the survivor has lasted since:

$$S_2(t)=e^{-\alpha t}+\int_0^t\alpha e^{-\alpha s}e^{-\beta(t-s)}ds
=e^{-\alpha t}+\alpha\frac{e^{-\alpha t}-e^{-\beta t}}{\beta-\alpha}
=\frac{\beta e^{-\alpha t}-\alpha e^{-\beta t}}{\beta-\alpha}.$$

For $\alpha\to\beta$ the integral becomes $\alpha te^{-\alpha t}$ and $S_2=(1+\alpha t)e^{-\alpha t}$. Near equality the quotient loses digits. Code should then use the equivalent form $S_2=e^{-\alpha t}\{1+\alpha[1-e^{-(\beta-\alpha)t}]/(\beta-\alpha)\}$, with the square bracket computed as `-expm1(-(beta-alpha)*t)`, and keep the limit for exact equality.

In a triangle every defect has two neighbours, and any first event leaves a pair:

$$\tau_{\rm tri}=\frac1{3k_2}+\frac1{2k_1}+\frac1{k_0}.$$

In a chain the ends have one neighbour and the middle has two, so the first event has total rate $R=2k_1+k_2$. With probability $2k_1/R$ an end goes and leaves a pair. With probability $k_2/R$ the middle goes and leaves two isolated defects, which need $1/(2k_0)+1/k_0$ on average. Hence

$$\tau_{\rm ch}=\frac1R+\frac{2k_1}{R}\left(\frac1{2k_1}+\frac1{k_0}\right)+\frac{k_2}{R}\left(\frac1{2k_0}+\frac1{k_0}\right).$$

The first product contributes $1/R$ besides its $1/k_0$ part, and the two $1/k_0$ parts have weights that add to one:

$$\tau_{\rm ch}=\frac2{2k_1+k_2}+\frac{k_2}{2k_0(2k_1+k_2)}+\frac1{k_0}.$$

Sampling errors require variances. Successive exponential waits are independent, so for the pair and the triangle the variance is the sum of the squared stage means. For the chain, the spread between the two branches is added. With $p=k_2/R$,

$$\begin{aligned}{\rm Var}_{\rm ch}={}&\frac1{R^2}+\frac{1-p}{4k_1^2}+\frac p{4k_0^2}+\frac1{k_0^2}\\&+p(1-p)\left(\frac1{2k_1}-\frac1{2k_0}\right)^2.\end{aligned}$$

Two limits show what the neighbour graph does. For $\Delta=0$ all rates equal $k_0$, and both three-defect lifetimes become $11/(6k_0)$. For $\Delta\gg k_BT$ the slowest stages dominate, $\tau_{\rm ch}\simeq1/k_1$ and $\tau_{\rm tri}\simeq1/(3k_2)$, so

$$\frac{\tau_{\rm tri}}{\tau_{\rm ch}}\simeq\frac{k_1}{3k_2}=\frac13e^{\Delta/k_BT}.$$

## Silicon at 300 K

Take $\nu=10^{13}$ s$^{-1}$, $E_0=0.45$ eV and $\Delta=0.15$ eV. With $k_BT=0.02585$ eV the rates are $k_0=2.756\times10^5$, $k_1=832.6$ and $k_2=2.515$ s$^{-1}$. In milliseconds,

$$\tau_2=\frac{1000}{2(832.6)}+0.0036=0.604,$$

$$\tau_{\rm tri}=\frac{1000}{3(2.515)}+0.604=133.1,$$

$$\tau_{\rm ch}=\frac{2000}{2(832.6)+2.515}+0.0036=1.203.$$

The middle-first term of the chain is about $3\times10^{-6}$ ms and does not show. The triangle outlives the chain by a factor of 111. A tetrahedron of four mutual neighbours adds a stage $1/(4k_3)$ and lasts 33 s.

The temperature dependence follows from $d(1/k_n)/d(1/k_BT)=E_n/k_n$. The apparent activation energy of a sum of stages is thus the average barrier weighted by stage time:

$$E_{\rm app}=\frac{E_2/(3k_2)+E_1/(2k_1)+E_0/k_0}{\tau_{\rm tri}}=0.749\ {\rm eV}.$$

This is close to $E_2=0.75$ eV because the first stage takes nearly all the time. The triangle lasts 44 s at 250 K and 2.1 ms at 350 K.

Boxes of 1000 atoms show the collective effect. Defects were placed at random and held for 1 s at 300 K, with five boxes per density. With 20% of the atoms in defects, each defect had 1.2 neighbours on average and 0.8% survived; this is only 4 defects of 500, possibly from a single cluster, so it shows that few survive but does not fix the fraction. With 70%, it had 4.7 neighbours and 95% survived. When $\Delta$ was set to zero in the same densest boxes, none survived, so in this model the persistence comes from the neighbour effect. Random placement is not a cascade, and a surviving defect population is not by itself proof of an amorphous structure.

## Validation that can detect an error

With the parameters above, the last stage of the pair takes 0.0036 ms, while the standard error of 10,000 sampled lifetimes is 0.006 ms. A wrong $k_0$ term could pass unnoticed. A second set with $\Delta=0.02$ eV makes the stages comparable: the pair then lasts 0.00756 ms, nearly half of it in the last stage, with a standard error of 0.00005 ms.

For both sets, mean lifetimes and survival probabilities at 0.3, 1 and 2 times the mean were tested against the exact chain for the pair, chain, triangle and tetrahedron. The largest deviation was 2.4 standard errors. For the chain with small $\Delta$, the middle went first in 18.5% of the runs, against 18.7% from $k_2/(2k_1+k_2)$. An irregular patch of seven defects, which exercises the list bookkeeping, gave 0.0255 ms against an exact 0.0256 ms.

A version that never updates neighbour counts must fail. Its pair consists of two independent clocks of rate $k_1$, whose later one rings after $1/(2k_1)+1/k_1=3/(2k_1)$ on average, about three times $\tau_2$. The sampled excess was a factor of 2.98 for the pair and 5.5 for the triangle.

## Cost, stability and failure modes

An event costs one pass over at most 25 classes and at most 24 neighbour moves, whatever the number of defects. Since recombination is irreversible, $N$ defects need $N$ events, and the work for complete annealing grows linearly with $N$. The exact chain has $2^N-1$ states: seven defects need 127, but twenty need about a million, and a dense matrix is then out of reach.

Recomputing $R$ from the integer class sizes at each event prevents accumulated rounding error. Three numerical faults remain possible:

- Rounding in the class choice can select an empty class. Choose only among classes with positive weight.
- In double precision, a wait shorter than about $10^{-16}$ of the elapsed time is lost when added. A wait of exactly $1/k_0$ is lost from $2^{35}\approx3.4\times10^{10}$ s on. Sampled waits with that mean are often shorter, and about a quarter of them are already lost at $10^{10}$ s. Store waits separately if they matter.
- $e^{Qt}$ can lose accuracy when the largest rate times $t$ is huge. Use the triangular equations for moments and the exponential for moderate times.

If defect creation or reversible hops are added, the bound of $N$ events is lost, and fast back-and-forth events may consume the run.

## Comparison with real implants

The parameters are illustrative and not fitted to implantation data: they give a barrier of 0.45 eV for an isolated defect and 2.25 eV for one with twelve neighbours. Their uncertainty matters more than the sampling error. Raising all barriers by 0.05 eV multiplies every lifetime by $e^{0.05/0.02585}=6.9$. Wafer heating from 300 to 350 K shortens the triangle lifetime by a factor of 63. Real defects can also migrate or separate into free interstitials and vacancies; that is left out here, and its effect is not estimated.

Random scatter acts differently from a common shift. Give each site a fixed Gaussian barrier offset $\delta$ with standard deviation 0.05 eV. The first stage of a pair becomes

$$\frac1{k_a+k_b}=\frac{e^{(\delta_a+\delta_b)/2k_BT}}{2k_1\cosh[(\delta_a-\delta_b)/2k_BT]}.$$

The exponential raises the average, while the hyperbolic cosine lowers it because the easier site goes first. Averaged over the full chain, the pair lifetime rises by a factor of 1.69 and the triangle lifetime changes by a factor of 0.96. At 300 K the triangle factor stays within about 10% of one for scatter widths up to 0.06 eV, but it reaches about 3 at 0.10 eV, so the near cancellation fails for wide scatter. It also concerns the mean only: at 0.05 eV the median triangle lifetime falls to about 0.4 of its value without scatter, and slow clusters in the tail hold up the mean.

Ion arrival sets the clearest limit. A flux of $10^{12}$ cm$^{-2}$ s$^{-1}$, about 0.16 µA/cm² of singly charged ions, with an assumed cascade footprint of 25 nm² gives 0.25 hits per second at a given point. That is 0.03 hits per triangle lifetime but 8 per tetrahedron lifetime. At this flux and temperature, isolated treatment is reasonable for the triangle, while the 33 s of the tetrahedron applies only with the beam off or far weaker. At ten times the flux the triangle already receives 0.3 hits. A whole cascade must be judged by the time until its last cluster has gone, not by the mean lifetime of one cluster. Without barrier scatter, triangle lifetimes are nearly exponential, so the last of $M$ independent triangles goes after about $1+1/2+\dots+1/M$ mean lifetimes on average, which is 3.6 for $M=20$. Moreover, two equal circular footprints overlap whenever their centres are closer than two radii, so some part of a cascade is hit four times as often as a given point. For a cascade of twenty triangles at $10^{12}$ cm$^{-2}$ s$^{-1}$ the two factors together give $0.033\times3.6\times4\approx0.5$ overlapping hits before the last cluster has gone, so the verdict for a single triangle does not carry over to such a cascade.

Three further effects were estimated:

- **Tunnelling** through a parabolic barrier whose frequency equals $\nu$ raises the rates by a factor of about 1.1.
- **Thermal creation.** Suppose an isolated defect costs roughly $E_f=3$ eV and each neighbour lowers the energy of the defect, but not of the saddle point, by $\Delta$. Detailed balance then gives the creation rate $k_ne^{-(E_f-n\Delta)/k_BT}=\nu e^{-(E_0+E_f)/k_BT}$ per site for $n\le12$. A triangle has at most $3\times24=72$ neighbour positions, since some are shared or occupied, so this gives at most about $10^{-44}$ events in its lifetime.
- **Released heat.** If 3 eV spreads from a point with diffusivity 1 nm²/ps, a site 0.333 nm away, the shortest allowed neighbour distance, warms briefly by roughly 500 K. The chance that this triggers an isolated survivor there is about $2\times10^{-4}$. It is smaller for the pair defined above, whose defects are 0.384 nm apart, because the temperature rise at any moment decreases with distance. The pulse peaks after about 0.02 ps, less than the attempt period of 0.1 ps, so neither continuum heat flow nor a thermal rate law is justified in detail here; the numbers are only a rough guide. They use a heat capacity of $3k_B$ per atom. The assumed diffusivity is far below that of crystalline silicon at 300 K, about 90 nm²/ps. The peak rise does not depend on the diffusivity, but the peak time and the trigger chance scale as its inverse, so the crystalline value would give a chance of about $3\times10^{-6}$.

The numerical output lists the remaining values.

## Values computed for the example and the checks

```
temperature 300 K, kT 0.02585 eV, attempt freq 1.0e+13 1/s
isolated barrier 0.45 eV, increase per neighbour 0.15 eV, cap n=12
lattice parameter 0.5431 nm, neighbour cutoff 0.40 nm
bonds sharing an atom 6, possible neighbours 24
n=0: barrier 0.45 eV, rate 2.756e+05 1/s
n=1: barrier 0.60 eV, rate 832.6 1/s
n=2: barrier 0.75 eV, rate 2.515 1/s
n=3: barrier 0.90 eV, rate 0.007597 1/s
isolated defect mean lifetime 0.003628 ms
kMC runs per cluster 10000
strong ladder, increase 0.15 eV:
  pair: exact 0.60415 ms, kMC 0.60585 ms, std error 0.006 ms
  chain: exact 1.2029 ms, kMC 1.2043 ms, std error 0.0085 ms
  triangle: exact 133.14 ms, kMC 132.56 ms, std error 1.3 ms
  tetrahedron: exact 33039 ms, kMC 33173 ms, std error 3.3e+02 ms
weak ladder, increase 0.02 eV:
  pair: exact 0.0075601 ms, kMC 0.0076257 ms, std error 5.4e-05 ms
  chain: exact 0.010358 ms, kMC 0.010331 ms, std error 6.1e-05 ms
  triangle: exact 0.013242 ms, kMC 0.013142 ms, std error 7.8e-05 ms
  tetrahedron: exact 0.02248 ms, kMC 0.022461 ms, std error 0.00012 ms
largest deviation in these tests 2.37 standard errors
triangle/chain lifetime ratio 110.7
weak chain, middle first: exact 0.1874, kMC 0.1850
weak 7-defect patch: exact 0.025644 ms, kMC 0.025497 ms
  survivors at 0.008548 ms: exact 4.534, kMC 4.499
frozen counts, lifetime too long by factor: pair 2.98, triangle 5.53
250 K: pair 62.41 ms, triangle 4.394e+04 ms
350 K: pair 0.02211 ms, triangle 2.123 ms
triangle apparent activation energy 0.7493 eV
boxes: 1000 atoms, 5 per density, hold 1 s
  atoms in defects 4 %: mean neighbours 0.12, surviving fraction 0.000
  atoms in defects 20 %: mean neighbours 1.21, surviving fraction 0.008
  atoms in defects 70 %: mean neighbours 4.69, surviving fraction 0.948
  densest boxes without neighbour effect: 0 survivors
barrier scatter 0.05 eV: lifetime factor pair 1.69, triangle 0.96
tunnelling rate factor 1.115
ion flux 1e+12 1/(cm2 s), footprint 25 nm2, hits 0.25 1/s
  ion hits per pair lifetime 0.000151
  ion hits per triangle lifetime 0.0333
  ion hits per tetrahedron lifetime 8.26
formation energy 3.0 eV: defects created near a triangle in its lifetime 1.1e-44
heat pulse: diffusivity 1.0 nm2/ps, distance 0.333 nm, peak rise 465 K
  chance of triggering the pair's survivor 2.4e-04
```
